# Why hybrid exchange fractions approach 1/ε∞ and nearly satisfy Koopmans' condition, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The polaron levels we compare with our spectra come from hybrid functionals whose exact-exchange fraction $\alpha$ is set from the optical dielectric constant of the host. What connects a mixing parameter to a quantity I measure?

**A.** The connection is the screened interaction $W$. I use Hartree atomic units, real orbitals and frozen ions, and write $\gamma=1/\varepsilon_\infty$. The $GW$ self-energy is bare exchange $-\rho(r,r')v(r,r')$, with $\rho=\sum_i^{\rm occ}\psi_i(r)\psi_i(r')$ for one spin, plus
$$\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')\,W_p(\omega'),\qquad W_p=W-v .$$
The time-ordered $W_p$ has a pole at each neutral excitation energy $\Omega_s$,
$$W_p(\omega')=\sum_s w_s(r)w_s(r')\Big[\frac{1}{\omega'-\Omega_s+i0}-\frac{1}{\omega'+\Omega_s-i0}\Big],$$
so $W_p(0)=-2\sum_s w_sw_s/\Omega_s$. For an empty orbital $m$ the pole of $G$ lies below the real axis. Closing above collects the pole at $-\Omega_s$ with residue $-w_sw_s$, and $\frac{i}{2\pi}(2\pi i)(-1)=+1$. For an occupied orbital the pole of $G$ lies above. Closing below collects $+\Omega_s$, and $\frac{i}{2\pi}(-2\pi i)(+1)=+1$. Hence
$$\Sigma_c(\omega)=\sum_{m,s}\frac{\psi_m(r)\psi_m(r')\,w_s(r)w_s(r')}{\omega-\epsilon_m\pm\Omega_s},$$
with $+$ for occupied and $-$ for empty $m$. The static approximation drops $\omega-\epsilon_m$ against $\Omega_s$. An occupied orbital then contributes $-\frac12\psi_m\psi_mW_p(0)$ and an empty one $+\frac12\psi_m\psi_mW_p(0)$. Completeness gives $\sum^{\rm emp}\psi_m\psi_m=\delta-\rho$, so $\Sigma_c=\frac12(\delta-2\rho)W_p$. Adding $-\rho v$,
$$\Sigma^{\rm COHSEX}=-\rho(r,r')W(r,r')+\tfrac12\delta(r-r')W_p(r,r).$$
The hybrid operator is $-\alpha\rho v$ plus a local potential. The Coulomb-hole term is local too, so the two operators differ by a local potential and by
$$-\rho(r,r')\,[W(r,r')-\alpha v(r,r')].$$
In a cubic insulator $W(q)\to4\pi\gamma/q^2$ as $q\to0$. Write $W=\gamma v+\Delta W$, with $\Delta W(q)$ bounded for the macroscopic component; local-field components, absent in the model below, can grow as $1/q$ but carry no $1/|r-r'|$ tail. The bracket is $(\gamma-\alpha)v+\Delta W$, and its $1/|r-r'|$ tail vanishes for $\alpha=\gamma$ and for no other constant. That is the precise content of the rule. It is not a statement that $\gamma$ is the best fit to the whole operator.

**Q.** How much is lost by dropping the frequency dependence?

**A.** Take the diagonal element in a localised orbital $\phi$ at $\omega=\epsilon_\phi$. The term $m=\phi$ has $\omega-\epsilon_m=0$, so the static form reproduces it without error; for empty $\phi$ it is $\frac12\langle n|W_p|n\rangle$ with $n=\phi^2$. The other terms are changed. To put numbers on this I use one model throughout: a simple cubic lattice with $a=3$ bohr, nearest-neighbour hopping $t=0.1$ Ha, site energies $\Delta s_i$ with $s_i=\pm1$ alternating and $\Delta=0.2$ Ha, and $g=4$ identical half-filled flavours, with exchange acting within a flavour. Site charges are Gaussians, $v(R)=\mathrm{erf}(R/2s)/R$ with $s=0.75$ bohr and $v(0)=U=1/(s\sqrt\pi)=0.7523$ Ha. The tight-binding $H$ is the reference Hamiltonian, with gap $2\Delta=0.400$ Ha $=10.885$ eV. A defect lowers one $s_i=+1$ site by 0.3 Ha and binds an empty level.

In a $4^3$ cell the static pole sum from the RPA eigenproblem is tested against the COHSEX matrix built by inverting the dielectric matrix. For the defect level $\Sigma_c$ is $-0.0419$ Ha static and $-0.0534$ Ha dynamic, a difference of about $0.011$ Ha, while the $m=\phi$ term is $-0.0704$ Ha in both. These values lack the $Q=0$ term of the cell. By the supercell result below it adds about $-\frac12(1-\gamma)M/\ell=-0.080$ Ha to the $m=\phi$ term alone, since a constant potential has no matrix element between $\phi$ and another orbital. The difference is then 21% of the dynamic value in the cell and about 9% after this leading correction. The $4^3$ cell is small: in $6^3$ and $8^3$ cells the difference is 0.013 Ha and the corrected share 10 to 11% (not printed in the output). COHSEX is only approximate for absolute levels here, but the term that switches with the occupation of $\phi$ is the one it keeps intact.

**Q.** How do you get $W$ and $\varepsilon_\infty$ in this model?

**A.** The hopping has band $e_k=-2t\sum_j\cos k_ja$. The staggered term maps $k$ to $k+Q$, $Q=(\pi,\pi,\pi)/a$, and $e_{k+Q}=-e_k$, so the two terms anticommute and $H^2=E_k^2=e_k^2+\Delta^2$. The band projectors are $\frac12(1\pm H/E)$. The static response per flavour is $\chi^0_{jl}=-2\sum_{ia}\psi_i(j)\psi_a(j)\psi_i(l)\psi_a(l)/(\epsilon_a-\epsilon_i)$. With $1/x=\int_0^\infty e^{-x\tau}d\tau$ the double sum factorises into an empty and an occupied factor, $\frac12[A\pm(B+\Delta s_jC)]$, where $A,B,C$ are the lattice Fourier transforms of $e^{-E\tau}$, $e\,e^{-E\tau}/E$ and $e^{-E\tau}/E$. Because $E_{k+Q}=E_k$, $A$ and $C$ vanish between opposite sublattices and $B$ vanishes within one, so $BC=0$ and
$$\chi^0(R)=-\tfrac12\int_0^\infty d\tau\,\big(A^2-\Delta^2C^2-B^2\big).$$
The sublattice label has dropped out, so RPA screening is a scalar, $W(q)=v(q)/\varepsilon(q)$ with $\varepsilon=1-g\,v\chi^0$ and $v(q)=a^{-3}\sum_G4\pi e^{-|q+G|^2s^2}/|q+G|^2$.

At small $q$, $v=1/(\beta q^2)+v_1$, with $\beta=a^3/4\pi$ and $v_1$ the sum of $-4\pi s^2/a^3$ and the $G\neq0$ terms. Charge conservation gives $\chi^0(q=0)=0$, and expanding $\cos(q\cdot R)$ gives $g\chi^0=-c_2q^2+c_4q^4$ with $c_2=\frac g6\sum R^2\chi^0(R)$ by cubic symmetry. The coefficient $c_4$ depends on direction, with angular mean $\frac g{120}\sum R^4\chi^0(R)$, since $\langle\cos^4\theta\rangle/24=1/120$. Then $1/v=\beta q^2-v_1\beta^2q^4$ and
$$\frac1W=\frac1v-g\chi^0=(\beta+c_2)q^2-(v_1\beta^2+c_4)q^4,\qquad W=\frac{1}{(\beta+c_2)q^2}+\frac{v_1\beta^2+c_4}{(\beta+c_2)^2}.$$
The first term identifies $\gamma=\beta/(\beta+c_2)$. Subtracting $\gamma v$ leaves a finite limit, linear in $c_4$, with angular mean
$$w_0=\gamma^2\big(v_1+c_4/\beta^2\big)-\gamma v_1 .$$
On a $48^3$ grid $\varepsilon_\infty=3.0794$, tested between the $R^2$ moment and the interband velocity sum, so $\gamma=0.3247$. With $v_1=-0.2030$ Ha, $\beta=2.1486$ and $c_4=10.999$, $w_0=0.10546\,(-0.2030+2.3826)+0.0659=0.2958$ Ha. Along $(q,0,0)$, $\varepsilon$ falls from 3.069 at $qa=\pi/24$ to 1.634 at the zone face. In real space $W/v$ is 0.497 on site, 0.375 at $a$, 0.340 at $\sqrt2a$, 0.329 at $2a$, 0.3237 at $4a$ and 0.3244 at $12a$ along the cube axis. The last two lie slightly below $\gamma$, so the approach is not monotonic; my conjecture is a tail from the direction dependence of $c_4$.

**Q.** What I measure is a gap. Which $\alpha$ reproduces the COHSEX gap?

**A.** Consider the gap opened at first order by $-\rho w$ for an interaction $w(R)$. Here $\rho=\frac12[\delta-B_0-\Delta s_jC_0]$, with $B_0,C_0$ the values at $\tau=0$. The band edge is the whole surface $e_k=0$, and the numbers below refer to one point of it. At $ka=(\pi/2,\pi/2,\pi/2)$ the band-edge states are plane waves on the $s=+1$ (conduction) and $s=-1$ (valence) sublattices. The $\delta$ term and the Coulomb hole shift both equally. The $B_0$ term joins opposite sublattices and has no diagonal element. The staggered term $+\frac12\Delta s_jC_0w$ has opposite signs in the two states, so
$$G[w]=\Delta\sum_RC_0(R)\,w(R)\cos(k\cdot R)=\frac1N\sum_qw(q)\,\frac{\Delta}{E_{k-q}},$$
by the convolution theorem; this is tested against explicit matrices in the $4^3$ cell. The weight tends to 1 as $q\to0$, so the long-range part of $w$ enters the gap in full. The matching fraction $G[W]/G[v]$ is the average of $1/\varepsilon(q)$ with positive weight $v(q)\Delta/E_{k-q}$. Since $v>0$ and $\chi^0\le0$, $\varepsilon\ge1$, and $\varepsilon(q)<\varepsilon_\infty$ is tested on the whole grid. The fraction therefore lies between $\gamma$ and 1, and it is $0.2851/0.5854=0.487$, half as large again as $\gamma$.

The $R=0$ term is a local potential, of the kind the local part of a hybrid can supply. It carries 0.941 of $G[v]$. The nonlocal rest needs $\alpha=0.328$, and $0.941\times0.497+0.059\times0.328=0.487$. That 0.328 is a ratio of small sums with terms of both signs, from which the nearest neighbours are absent. A measure with positive weights is the minimum of $\sum_{R\ne0}\rho^2(W-\alpha v)^2$; setting the derivative to zero gives $\alpha=\sum\rho^2Wv/\sum\rho^2v^2=0.372$, close to the nearest-neighbour ratio 0.375.

So in this model the nonlocal operator asks for 0.33 to 0.37 against $\gamma=0.325$, provided the local part supplies the on-site remainder. At $\alpha=\gamma$ the gap lacks $G[W]-\gamma G[v]=0.2851-0.1901=0.095$ Ha, or 2.6 eV, nearly all of it from the on-site term $0.941\times0.5854\times(0.497-0.3247)=0.095$ Ha; the Coulomb hole is the same on every site and does not enter this gap. A hybrid assigns this job to $(1-\alpha)$ times semilocal exchange plus correlation. Nothing above shows that they do it accurately, so $\alpha=\gamma$ is not shown to reproduce the gap.

**Q.** And what has this to do with Koopmans' condition for a trapped electron?

**A.** Put occupation $f$ in the localised spin-orbital $\phi$ at fixed ions. The condition is that $E(f)$ be linear between 0 and 1. The energy is stationary in the orbitals, so $dE/df$ is the explicit derivative, $\epsilon_\phi(f)$ (Janak's theorem), and linearity means a constant level. Define $\kappa=d\epsilon_\phi/df$ at $f=0$ and $\xi=\epsilon_\phi(1)-[E(1)-E(0)]$. If $\epsilon_\phi=\epsilon_0+\kappa f$, then $E(1)-E(0)=\epsilon_0+\kappa/2$ and $\xi=\kappa/2$.

Take Hartree plus $\alpha$ times Fock exchange, leaving the semilocal kernel aside for now, and let $(pq|rs)$ be the Coulomb integral of $\psi_p\psi_q$ with $\psi_r\psi_s$. To first order $\delta\rho=f\phi\phi+\sum_{ia}x_{ia}(\psi_i\psi_a+\psi_a\psi_i)$, where $ia$ runs over occupied-empty pairs of every flavour, $a=\phi$ included. The second-order energy has three parts. The $f\phi\phi$ term with itself gives $\frac12f^2(1-\alpha)J$, $J=\langle n|v|n\rangle$, because Hartree and exchange integrals coincide for one orbital. The cross term gives $2f\,b\cdot x$, the 2 from the two orderings, with $b=b^H-\alpha b^X$, $b^H_{ia}=(ia|\phi\phi)$, and $b^X_{ia}=(i\phi|a\phi)$ in the flavour of $\phi$, zero in the others. The rotations give $x\cdot\Lambda x$,
$$\Lambda_{ia,jb}=(\epsilon_a-\epsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-\alpha\,[(ij|ab)+(ib|ja)],$$
the first term from the normalisation of the rotated orbitals and the bracket within one flavour. Mixing $\phi$ with empty states by an amount $y$ costs of order $fy^2$ and gains of order $f^2y$, so $y\propto f$ and the energy is $O(f^3)$, outside $\kappa$. For positive definite $\Lambda$ the minimum is at $x=-f\Lambda^{-1}b$, the energy is $f^2[\frac12(1-\alpha)J-b\Lambda^{-1}b]$, and
$$\kappa=(1-\alpha)J-2\,b\Lambda^{-1}b .$$
An external test charge of shape $n$ couples through $b^H$ alone, and the same minimisation gives its screened self-interaction $W_{tc}=J-2b^H\Lambda^{-1}b^H$. Expanding $b$,
$$\kappa=W_{tc}-\alpha J+4\alpha\,b^X\Lambda^{-1}b^H-2\alpha^2\,b^X\Lambda^{-1}b^X .$$
The electron repels itself by $J$, the host polarises and reduces this to $W_{tc}$, and exchange removes $\alpha J$. In COHSEX with $W$ held fixed the exchange removes $\langle n|W|n\rangle$, so the leading terms cancel whatever the shape of $n$, up to the difference between the $W$ in the operator and $W_{tc}$. A hybrid imitates this cancellation when $\alpha J\approx W_{tc}$. The screening in $W_{tc}$ is that of the hybrid itself, through $\Lambda(\alpha)$, so the relevant $\varepsilon_\infty$ is the one the functional produces.

**Q.** Then $\alpha=W_{tc}/J$ depends on the state. Why should it be $1/\varepsilon_\infty$?

This part has shown that $\alpha=\gamma$ removes the long-range tail of the difference between the hybrid and COHSEX operators, though it is not shown to reproduce the gap, and that the leading terms of the Koopmans curvature cancel at $\alpha=W_{tc}/J$. It remains to see how this ratio is related to $1/\varepsilon_\infty$, and what semilocal exchange, self-consistency, cell size and lattice distortion change.

Numerical values quoted here were computed with a short program.
